# Equivalent oxide thickness of a layered gate dielectric

## What scaling fixes

Classical electrostatics of linear dielectrics contains no length of its own. If every thickness in a capacitor made of flat, laterally uniform layers is doubled at fixed voltage, with edge fields neglected and the plate area unchanged, the potential keeps its shape on the stretched scale, every field is halved, and so is the charge on the plates. This restricts how the thicknesses of a layered gate dielectric can enter its capacitance.

Let the dielectric consist of $N$ flat layers between a gate and a substrate. Layer $i$ has thickness $t_i$ and static relative permittivity $\varepsilon_i$. Let $C$ be the capacitance per area. The equivalent oxide thickness, EOT, is defined as the thickness of a single film of relative permittivity 3.9 that has the same $C$. The value 3.9 is the conventional reference for silicon dioxide.

Two scalings hold:

- Multiplying all $t_i$ by $\lambda$ divides $C$ by $\lambda$, as just described. The same holds for the reference film, so its capacitance is a constant divided by its thickness. EOT is therefore that constant divided by $C$, and it is multiplied by $\lambda$.
- Multiplying all $\varepsilon_i$ by $\lambda$ at fixed voltage leaves the potential unchanged but multiplies the plate charge by $\lambda$. Then $C$ is multiplied by $\lambda$, and EOT is divided by $\lambda$.

For one layer these rules leave $\mathrm{EOT}=a\,t/\varepsilon$ with a pure number $a$. A layer with $\varepsilon=3.9$ must be its own equivalent, so $a=3.9$.

For several layers, scaling does not say how the contributions combine. Two candidates are

$$
3.9\sum_i\frac{t_i}{\varepsilon_i}
\qquad\text{and}\qquad
3.9\,\frac{\left(\sum_i t_i\right)^2}{\sum_i t_i\varepsilon_i}.
$$

Both have the right scaling, both reduce to the single-layer result, and neither changes when a uniform layer is regarded as two thinner ones. The second uses the thickness-weighted arithmetic mean of the permittivity. The way the field divides among the layers decides between them.

## Assumptions and conventions

The layers are laterally uniform, their faces are parallel, and edge fields are neglected. The gate surface at $z=0$ and the substrate surface at $z=L=\sum_i t_i$ are equipotentials. Each layer responds linearly, locally and isotropically, with a positive permittivity. At first there is no free charge inside the stack.

The algebra is in atomic units, where the Coulomb energy of two unit charges at distance $r$ is $1/r$. The gate carries free charge $\sigma$ per area, and the substrate surface carries $-\sigma$. The $z$ axis points from gate to substrate, $E=-d\phi/dz$, and $V=\phi(0)-\phi(L)$. A positive $\sigma$ gives positive $E$ and $V$. In the numbers, a potential drop is quoted as the energy in eV lost by a unit positive charge crossing it; an electron gains the same amount.

## First derivation: continuity of normal displacement

Lateral uniformity makes the potential a function of $z$ alone, so the field has no component along the layers. The displacement is $D=\varepsilon E$, and Gauss's law for free charge reads $\nabla\cdot\mathbf D=4\pi\rho_{\text{free}}$.

Place a flat box of face area $A$ across the interface between layers $i$ and $i+1$. Its side walls carry no flux because the field is normal to the layers. The outward flux is $D_{i+1}A$ through the far face and $-D_iA$ through the near face. The box contains no free charge, so

$$
(D_{i+1}-D_i)A=0
\quad\Longrightarrow\quad
\varepsilon_{i+1}E_{i+1}=\varepsilon_iE_i .
$$

The same box placed wholly inside one layer shows that $D$ is constant there too. Hence $D$ has one value throughout the stack, while $E$ jumps wherever the permittivity changes.

To find that value, put one face of the box inside the gate metal, where the static field vanishes, and the other in the first layer. The flux is $DA$ and the enclosed free charge is $\sigma A$. Therefore

$$
D=4\pi\sigma,\qquad E_i=\frac{4\pi\sigma}{\varepsilon_i}.
$$

The interfaces are taken to carry no dipole layer. A fixed interface dipole, which real gate stacks can have, would add a constant step to $V$ and leave $d\sigma/dV$ unchanged. Without one the potential is continuous, because a jump would require an infinite field. The voltage is then the sum of the drops across the layers. Since $E_i$ is constant within layer $i$,

$$
V=\int_0^L E\,dz=\sum_i E_it_i
=4\pi\sigma\sum_i\frac{t_i}{\varepsilon_i}
=4\pi\sigma S,
\qquad S\equiv\sum_i\frac{t_i}{\varepsilon_i}.
$$

The capacitance per area follows by division:

$$
C=\frac{\sigma}{V}=\frac{1}{4\pi S}.
$$

For the single reference film, $S$ is replaced by $\mathrm{EOT}/3.9$, so its capacitance is $3.9/(4\pi\,\mathrm{EOT})$. Equal capacitance means

$$
\frac{3.9}{4\pi\,\mathrm{EOT}}=\frac{1}{4\pi S}.
$$

Multiplying both sides by $4\pi S\,\mathrm{EOT}$ gives

$$
\boxed{\;\mathrm{EOT}=3.9\,S=\sum_i\frac{3.9}{\varepsilon_i}\,t_i\;}
$$

This selects the first of the two candidates. The layers share the same $D$, so their voltages add, as for capacitors in series. The order of the layers does not affect the sum.

## Second derivation: free and bound charge in vacuum

The same result can be reached without introducing $D$. Here the dielectric is replaced by its bound charge, and all charges act through Coulomb's law in vacuum.

First consider the field of one infinite plane with charge $s$ per area, at height $h>0$ above it. A ring of radius $r$ and width $dr$ carries charge $2\pi r s\,dr$ at distance $\sqrt{r^2+h^2}$. Components along the plane cancel by symmetry. The normal component contains the factor $h/\sqrt{r^2+h^2}$, so the field is

$$
2\pi s h\int_0^\infty\frac{r\,dr}{(r^2+h^2)^{3/2}}
=2\pi s h\left[-\frac{1}{\sqrt{r^2+h^2}}\right]_0^\infty
=2\pi s .
$$

It does not depend on $h$ and points away from a positive plane on both sides.

Let $P(z)$ be the polarization, the dipole moment per volume along $z$. Its bound charge density is $-dP/dz$. At an interface this becomes a charged plane with $P_i-P_{i+1}$ per area. In this description $P=0$ inside the electrodes. The bound charge per area between the gate metal and a point $z$ in the dielectric is therefore

$$
-\int_{\text{gate}}^{z}\frac{dP}{dz'}\,dz'=-P(z),
$$

including the bound plane at the gate surface. All charge to the left of $z$, free and bound, amounts to

$$
Q_{\text{left}}=\sigma-P(z).
$$

The free charges of the two electrodes cancel, and the total bound charge is zero because $P$ vanishes at both ends. Hence $Q_{\text{right}}=-Q_{\text{left}}$. Charge on the left produces a field along $+z$, and charge on the right produces one along $-z$:

$$
E(z)=2\pi Q_{\text{left}}-2\pi Q_{\text{right}}
=4\pi Q_{\text{left}}
=4\pi\left[\sigma-P(z)\right].
$$

The voltage is the integral of this field. If $P_i$ is the polarization in layer $i$,

$$
V=4\pi\sigma L-4\pi\sum_iP_it_i .
$$

The first term is the voltage that the same free charge on the plates would produce with vacuum between them. The second is the reduction by the layers' dipoles, since $P_it_i$ is the dipole moment per area of layer $i$.

The polarization responds to the field that it helps to produce. For a linear dielectric $P_i=(\varepsilon_i-1)E_i/4\pi$. Inserting this in the field equation gives

$$
E_i=4\pi\sigma-(\varepsilon_i-1)E_i
\quad\Longrightarrow\quad
\varepsilon_iE_i=4\pi\sigma .
$$

The continuity of $\varepsilon E$ now appears as a result. The polarization is

$$
P_i=\frac{\varepsilon_i-1}{4\pi}\,\frac{4\pi\sigma}{\varepsilon_i}
=\sigma\left(1-\frac{1}{\varepsilon_i}\right),
$$

and the voltage becomes

$$
V=4\pi\sigma\left[\sum_it_i-\sum_it_i\left(1-\frac1{\varepsilon_i}\right)\right]
=4\pi\sigma\sum_i\frac{t_i}{\varepsilon_i}.
$$

This is again $4\pi\sigma S$, so $C=1/(4\pi S)$. Comparison with the reference film gives the same EOT.

## What each derivation assumes

Both derivations need flat, laterally uniform layers, negligible edge fields and a macroscopic description of the material. They differ in what they take as the starting point.

The first takes Gauss's law for $D$ as given. Bound charge has already been absorbed into $D$, so its location never has to be discussed. The free charge inside the stack must be known, and the material enters through $D=\varepsilon E$.

The second takes Coulomb's law and superposition as given, and requires an explicit account of bound charge. It also uses the neutrality of the two electrodes together. In return it shows why $E$ jumps: the unequal polarizations on the two sides of an interface leave a net bound charge there.

Linearity enters each derivation at one identifiable place. Before $P=(\varepsilon-1)E/4\pi$ is used, the second derivation has already established $E+4\pi P=4\pi\sigma$, which is the uniformity of displacement in its general form. That uniformity therefore survives in a nonlinear layer, but a fixed $\varepsilon_i$ and a voltage-independent EOT do not.

Neither argument needs sharp interfaces. If the permittivity varies smoothly with depth, both give $E(z)=4\pi\sigma/\varepsilon(z)$, and integration replaces the sum by

$$
\mathrm{EOT}=3.9\int_0^L\frac{dz}{\varepsilon(z)}.
$$

## Voltage division and limiting cases

Dividing the drop $V_i=4\pi\sigma t_i/\varepsilon_i$ by $V=4\pi\sigma S$ gives

$$
\frac{V_i}{V}=\frac{t_i/\varepsilon_i}{S}.
$$

A layer's share of the voltage equals its share of the EOT. In a stack of two or more layers, both shares tend to zero as $\varepsilon_i\to\infty$ with all thicknesses and the other permittivities fixed. The EOT then tends to the sum of the other layers' contributions. A thin layer of low permittivity thus sets a floor that no increase of the other permittivities can remove. This holds as long as all permittivities are positive; a layer with negative differential permittivity, such as a ferroelectric held in its unstable range by the layers in series with it, lies outside this rule.

A uniform film of the same physical thickness $L$ has the same capacitance if $L/\varepsilon_{\text{eff}}=S$. Thus $\varepsilon_{\text{eff}}=L/S$, the thickness-weighted harmonic mean. The arithmetic mean never gives a larger EOT than the correct one. This follows from the Cauchy–Schwarz inequality applied to $\sqrt{t_i\varepsilon_i}$ and $\sqrt{t_i/\varepsilon_i}$:

$$
\left(\sum_it_i\right)^2\le
\left(\sum_it_i\varepsilon_i\right)\left(\sum_i\frac{t_i}{\varepsilon_i}\right).
$$

Dividing by $\sum_it_i\varepsilon_i$ and multiplying by 3.9 puts the second candidate of the opening on the left and the EOT on the right. They agree when all permittivities are equal.

## A three-layer example

Take three model layers with round parameters, listed from gate to substrate, and a total drop of 1 eV.

| Layer | $t_i$ (Å) | $\varepsilon_i$ | $t_i/\varepsilon_i$ (Å) | EOT part (Å) | Drop (eV) |
|---|---:|---:|---:|---:|---:|
| 1 | 4 | 10 | 0.40 | 1.56 | 0.154 |
| 2 | 20 | 20 | 1.00 | 3.90 | 0.385 |
| 3 | 6 | 5 | 1.20 | 4.68 | 0.462 |

The sum is $S=0.40+1.00+1.20=2.60$ Å, so

$$
\mathrm{EOT}=3.9\times2.60\ \text{Å}=10.14\ \text{Å},
$$

or 19.16 bohr. A direct search for the reference film of equal capacitance also gives 10.14 Å. In that search the capacitances come from minimizing the field energy over continuous potentials, without imposing continuity of $D$.

The common displacement is $D=V/S=1/2.60=0.385$ eV/(e Å). Dividing by 10, 20 and 5 gives fields of 0.0385, 0.0192 and 0.0769 eV/(e Å). The third layer has the lowest permittivity and therefore the strongest field. It makes up one fifth of the 30 Å physical thickness, yet supplies $4.68/10.14=46\%$ of the EOT and takes the same share of the voltage. If the permittivity of layer 2 could be raised without limit, the EOT would still tend to $1.56+4.68=6.24$ Å.

To obtain the charge in $e/\text{Å}^2$, the atomic unit of energy times length is needed: $27.2114\ \text{eV}\times0.529177\ \text{Å}=14.3996$ eV Å. Then

$$
\sigma=\frac{0.38462}{4\pi\times14.3996}\ \frac{e}{\text{Å}^2}
=0.002126\ \frac{e}{\text{Å}^2}.
$$

Since the drop is 1 eV per unit charge, the capacitance has the same numerical value, 0.002126 $e^2/(\text{eV Å}^2)$. This is 3.41 µF/cm².

The effective permittivity is $30/2.60=11.54$. The arithmetic mean is 15.67 and would give an EOT of $3.9\times30/15.67=7.47$ Å, which is 26% below the correct value.

## Fixed charge at an interface

Suppose one interface carries a fixed free charge $\sigma_f$ per area that does not depend on voltage. The box across that interface now encloses $\sigma_fA$, so $D$ is no longer continuous there. It equals $4\pi\sigma$ on the gate side and $4\pi(\sigma+\sigma_f)$ on the substrate side. The substrate surface now carries $-(\sigma+\sigma_f)$ instead of $-\sigma$, so that the whole remains neutral. Let $S_{\text{after}}$ be the sum of $t_i/\varepsilon_i$ from the charged interface to the substrate. Adding the drops gives

$$
V=4\pi\sigma(S-S_{\text{after}})+4\pi(\sigma+\sigma_f)S_{\text{after}}
=4\pi\sigma S+4\pi\sigma_fS_{\text{after}} .
$$

The last term is a constant voltage shift. The ratio $\sigma/V$ now depends on voltage, but differentiation gives $d\sigma/dV=1/(4\pi S)$. The EOT is therefore unchanged if $C$ is understood as the differential capacitance.

In the example, place $\sigma_f=0.0001\ e/\text{Å}^2$ between layers 2 and 3, so that $S_{\text{after}}=1.20$ Å. The shift is

$$
4\pi\times14.3996\times0.0001\times1.20\ \text{eV}=0.0217\ \text{eV}.
$$

At a total drop of 1 eV the gate charge falls from 0.00213 to 0.00208 $e/\text{Å}^2$, because the positive fixed charge supplies part of the drop. The slope remains 0.002126 $e^2/(\text{eV Å}^2)$.

If the interface charge follows the voltage, as charge in traps can, differentiating the same equation gives

$$
\frac{d\sigma}{dV}=\frac{1-4\pi S_{\text{after}}\,d\sigma_f/dV}{4\pi S}.
$$

For $S_{\text{after}}>0$ the measured slope then no longer determines $S$ by itself. Traps at the substrate surface have $S_{\text{after}}=0$ and do not enter this formula; in a real device they change the measured slope through the voltage drop in the semiconductor discussed next.

## Where the sum ceases to describe the device

EOT belongs to the dielectric alone. In a real gate stack some voltage $V_s$ also drops inside the semiconductor. With no interface charge, the total drop in electrostatic potential is $4\pi\sigma S+V_s(\sigma)$. Converting the inverse differential capacitance into an oxide thickness gives

$$
\frac{3.9}{4\pi}\,\frac{d(V+V_s)}{d\sigma}
=\mathrm{EOT}+\frac{3.9}{4\pi}\,\frac{dV_s}{d\sigma}.
$$

When $V_s$ rises with $\sigma$, this thickness exceeds the EOT. A voltage drop inside the gate electrode adds a term of the same kind.

The sum also fails when the layers are not laterally uniform. Suppose the area consists of patches much wider than the stack is thick, with area fractions $f_a$ and individual values $\mathrm{EOT}_a$. The patches share the same voltage and their charges add, so $1/\mathrm{EOT}\approx\sum_af_a/\mathrm{EOT}_a$, with an error from the borders that vanishes as the patches become wider. It falls only in proportion to the ratio of thickness to patch width, so for very unlike stacks it can still be several percent at a width of ten thicknesses. For narrower patches the outcome depends on their potential profiles. If neighbouring patches would, each on its own, have different potentials at the same depth, the field bends sideways near their border. When the patch width is comparable to the thickness, this parallel rule is then no longer reliable. If instead each patch has a single permittivity through the full common thickness, the potential is linear in $z$ everywhere and the parallel rule holds at any width.

Finally, a layer a few angstroms thick, like layers 1 and 3 above, need not respond with the permittivity of its bulk material. Its $\varepsilon_i$ is then a model parameter. The capacitance determines the sum $S$, and cannot by itself separate the thickness of a layer from its permittivity. The values behind the example are listed in the numerical output.

## Table of computed values

```
Reference relative permittivity: 3.9
Bohr radius: 0.529177 angstrom
Hartree energy: 27.21139 eV
Total potential drop (input): 1.0000 eV
Layer 1 thickness: 4.00 angstrom
Layer 1 relative permittivity: 10.0
Layer 1 t/eps: 0.4000 angstrom
Layer 1 EOT contribution: 1.5600 angstrom
Layer 1 field: 0.03846 eV/(e angstrom)
Layer 1 potential drop: 0.1538 eV
Layer 2 thickness: 20.00 angstrom
Layer 2 relative permittivity: 20.0
Layer 2 t/eps: 1.0000 angstrom
Layer 2 EOT contribution: 3.9000 angstrom
Layer 2 field: 0.01923 eV/(e angstrom)
Layer 2 potential drop: 0.3846 eV
Layer 3 thickness: 6.00 angstrom
Layer 3 relative permittivity: 5.0
Layer 3 t/eps: 1.2000 angstrom
Layer 3 EOT contribution: 4.6800 angstrom
Layer 3 field: 0.07692 eV/(e angstrom)
Layer 3 potential drop: 0.4615 eV
Physical thickness: 30.00 angstrom
Sum S of t/eps: 2.6000 angstrom
EOT from formula: 10.1400 angstrom
EOT from equal-capacitance search: 10.1400 angstrom
EOT converted: 19.1618 bohr
D = eps E: 0.38462 eV/(e angstrom)
Gate charge: 0.002126 e/angstrom^2
Capacitance per area: 0.002126 e^2/(eV angstrom^2)
Capacitance converted: 3.4055 microfarad/cm^2
Effective (harmonic) permittivity: 11.5385
Arithmetic mean permittivity: 15.6667
Wrong EOT from arithmetic mean: 7.4681 angstrom
Fixed interface charge: 0.000100 e/angstrom^2
S from fixed charge to substrate: 1.2000 angstrom
Shift of charge-voltage line: 0.02171 eV
Gate charge with fixed charge: 0.002079 e/angstrom^2
Slope with fixed charge: 0.002126 e^2/(eV angstrom^2)
Largest relative EOT error, random stacks: 2.8e-13
```
